\section*{Depletion Layers and Blocking Resistance at Grain Boundaries in Acceptor-Doped Oxides}

\section{The charge and the potential}

\textbf{Q.} A grain boundary is a few atoms thick. I am told that it can resist the current more strongly than a whole grain, even if its core conducts well. What could do that?

\textbf{A.} A charged core can. Take a planar core with positive charge, in an oxide whose acceptors are negative and immobile. The mobile carriers, oxygen vacancies for instance, are positive. The core repels them, and a layer with few carriers is left on each side. A current normal to the boundary must cross both layers.

Let the acceptors have uniform density $N$ and charge $-z_Ae$, and let the mobile defects have charge $+ze$. I write $Q=z_AeN$ for the magnitude of the acceptor charge density. Neutrality far from the boundary fixes the bulk defect density $c_b$:
\begin{equation}
 zec_b=Q .
\end{equation}
The distance from the core is $x$, the potential $\phi(x)$ is measured from the bulk, and $\phi(0)=\phi_0>0$.

\textbf{Q.} ``Few carriers'' is not a number. How few?

\textbf{A.} In equilibrium the electrochemical potential of the mobile defect is uniform. For dilute defects this reads
\begin{equation}
 kT\ln c(x)+ze\phi(x)=kT\ln c_b ,
\end{equation}
so that
\begin{equation}
 c(x)=c_b\,e^{-y(x)},\qquad y(x)=\frac{ze\phi(x)}{kT},\qquad u=y(0)=\frac{ze\phi_0}{kT}. \label{boltz}
\end{equation}
The net charge density is $zec-Q=-Q(1-e^{-y})$. Poisson's equation, $\phi''=-(\text{charge density})/\varepsilon$, then gives
\begin{equation}
 \phi''=\frac{Q}{\varepsilon}\left(1-e^{-y}\right). \label{pb}
\end{equation}
This is a mean-field continuum description with constant permittivity $\varepsilon$. It also assumes that electrons, which the positive core attracts, stay too few to matter. Their density rises as $e^{e\phi/kT}$, so their bulk density $n_b$ must satisfy $n_be^{e\phi_0/kT}\ll z_AN$, and their contribution to the current must be small as well.

\textbf{Q.} Equation \eqref{pb} is nonlinear. Where does the simple parabolic layer come from?

\textbf{A.} From dropping $e^{-y}$. Where $y\gg1$ the carriers hardly contribute to the charge, and the acceptors stand alone. The Mott--Schottky, or depletion, approximation extends this to a sharp edge at $x=\lambda$, beyond which the oxide is neutral:
\begin{equation}
 \phi''=\frac{Q}{\varepsilon}\quad(0<x<\lambda),\qquad \phi(\lambda)=\phi'(\lambda)=0 .
\end{equation}
The field vanishes at the edge because the bulk beyond it is field-free and there is no sheet of charge there. Integrating once from the edge gives $\phi'=-(Q/\varepsilon)(\lambda-x)$, and integrating again gives
\begin{equation}
 \phi(x)=\frac{Q}{2\varepsilon}(\lambda-x)^2 .
\end{equation}
Setting $x=0$ fixes the width, and dividing by $\phi_0$ gives the profile:
\begin{equation}
 \lambda=\sqrt{\frac{2\varepsilon\phi_0}{Q}},\qquad
 \phi(x)=\phi_0\left(1-\frac{x}{\lambda}\right)^2 . \label{width}
\end{equation}
The two layers hold the acceptor charge $-2Q\lambda$ per area, so overall neutrality requires a core charge $\Sigma=2Q\lambda$. If $\Sigma$ is known, $\lambda=\Sigma/(2Q)$ and $\phi_0=Q\lambda^2/(2\varepsilon)=\Sigma^2/(8\varepsilon Q)$. At given core charge, heavier doping lowers the barrier.

The immobility of the acceptors is essential here. If they could migrate towards the core at the temperature considered, $Q$ would not be uniform and the parabola would be lost. The same happens if they migrated at a higher processing temperature and the enriched profile was frozen in on cooling: the acceptors must be uniform as well as immobile.

\section{From carrier density to resistance}

\textbf{Q.} The potential acts on the carriers too. A barrier has an uphill side and a downhill side. Why should the downhill side resist at all?

\textbf{A.} Because in equilibrium the built-in field is balanced by diffusion on both sides. The particle flux contains both:
\begin{equation}
 J=-D\left(\frac{dc}{dx}+c\frac{dy}{dx}\right)
 =-Dc\,\frac{d\eta}{dx},\qquad \eta=\ln\frac{c}{c_b}+y ,
\end{equation}
with a uniform diffusion coefficient $D$. In equilibrium $\eta=0$ everywhere, uphill and downhill alike. A small voltage $V$ makes $\eta$ vary slightly. Since $d\eta/dx$ is already of first order in $V$, the factor $c$ may keep its equilibrium value. In steady state $J$ is uniform; dividing by $Dc$ and integrating across the boundary gives
\begin{equation}
 J\int\frac{dx}{Dc(x)}=\eta_{\rm left}-\eta_{\rm right}=\frac{zeV}{kT}.
\end{equation}
The electric current density is $i=zeJ$, and the local conductivity is $\sigma=z^2e^2Dc/kT$. Therefore
\begin{equation}
 \frac{V}{i}=\int\frac{dx}{\sigma(x)} .
\end{equation}
The local resistivities add in series, and the sign of the slope of $\phi$ does not enter. A numerical test drove a biased drift-diffusion chain over both slopes and gave a blocking ratio of 1113.8, against 1114.0 from the series law for the same barrier.

\textbf{Q.} Then give me the resistivity of the layer relative to the bulk.

\textbf{A.} A layer with varying conductivity needs a definition first. I take resistance times area, divided by the total width $2\lambda$, and call it $\rho_{\rm sc}$. From \eqref{boltz}, $1/\sigma=\rho_be^{y}$. The two sides are equal, so one suffices. With $s=1-x/\lambda$ equation \eqref{width} gives $y=us^2$, and
\begin{equation}
 \frac{\rho_{\rm sc}}{\rho_b}=\frac1\lambda\int_0^\lambda e^{y(x)}dx=\int_0^1e^{us^2}ds . \label{mean}
\end{equation}
Substituting $t=\sqrt u\,s$ turns this into
\begin{equation}
 \frac{\rho_{\rm sc}}{\rho_b}=\frac1{\sqrt u}\int_0^{\sqrt u}e^{t^2}dt=\frac{e^uF(\sqrt u)}{\sqrt u},\qquad F(a)=e^{-a^2}\int_0^ae^{t^2}dt , \label{dawson}
\end{equation}
where $F$ is the Dawson function.

\textbf{Q.} I expected $e^u/(2u)$. Which is right?

\textbf{A.} Equation \eqref{dawson} is the full result of the depletion approximation, and $e^u/(2u)$ is its leading form for a high barrier. For large $u$ the integrand is concentrated at the core. Put $s=1-w/(2u)$, so that $ds=-dw/(2u)$ and
\begin{equation}
 us^2=u-w+\frac{w^2}{4u}.
\end{equation}
Equation \eqref{mean} becomes
\begin{equation}
 \frac{\rho_{\rm sc}}{\rho_b}=\frac{e^u}{2u}\int_0^{2u}e^{-w+w^2/(4u)}dw .
\end{equation}
Over the whole range $w\le2u$, so $w^2/(4u)\le w/2$ and the integrand is at most $e^{-w/2}$. Large $w$ therefore contributes little, and the second exponential may be expanded. With $\int_0^\infty e^{-w}dw=1$ and $\int_0^\infty w^2e^{-w}dw=2$,
\begin{equation}
 \frac{\rho_{\rm sc}}{\rho_b}=\frac{e^u}{2u}\left[1+\frac1{2u}+O(u^{-2})\right],\qquad
 \frac{\rho_{\rm sc}}{\rho_b}\simeq\frac{e^{ze\phi_0/kT}}{2ze\phi_0/kT}\quad(u\gg1). \label{lead}
\end{equation}

\textbf{Q.} The exponential I understand. What is the $2u$ doing there?

\textbf{A.} It measures how little of the layer does the blocking. Since $x=\lambda w/(2u)$, the resistivity falls by about a factor $e$ over the length
\begin{equation}
 \ell=\frac{\lambda}{2u}.
\end{equation}
The resistance times area of one side is thus roughly the peak resistivity $\rho_be^u$ times $\ell$. Spreading it over the full width $\lambda$ gives the factor $\ell/\lambda=1/(2u)$.

\section{What the sharp edge costs}

\textbf{Q.} You dropped the carriers from the charge density, although near the edge $y$ is small and they are nearly all present. Why should I trust the result?

\textbf{A.} Equation \eqref{pb} can be integrated once without dropping them. Measure length in units of
\begin{equation}
 L=\sqrt{\frac{\varepsilon kT}{zeQ}},\qquad \xi=\frac xL .
\end{equation}
Multiplying \eqref{pb} by $zeL^2/kT$ gives $d^2y/d\xi^2=1-e^{-y}$. Now multiply by $dy/d\xi$ and integrate. The constant follows from $y\to0$ and $dy/d\xi\to0$ in the bulk:
\begin{equation}
 \frac12\left(\frac{dy}{d\xi}\right)^2=y+e^{-y}-1 . \label{first}
\end{equation}
The depletion approximation has $y$ alone on the right, and its width is $\lambda=L\sqrt{2u}$. For $u\gg1$ the true core field is therefore smaller than the depletion value by the factor $\sqrt{1-1/u}$. The carriers left near the edge cancel part of the acceptor charge.

\textbf{Q.} And the resistance?

\textbf{A.} The true layer has no sharp end, so I integrate the excess over the bulk resistivity, refer it to $\lambda$, and add the bulk value back:
\begin{equation}
 r_{\rm full}=1+\frac1\lambda\int_0^\infty(e^y-1)\,dx
 =1+\frac1{\sqrt{2u}}\int_0^u\frac{e^y-1}{\sqrt{2(y-1+e^{-y})}}\,dy .
\end{equation}
The last step used \eqref{first} to replace $d\xi$ by $dy/|dy/d\xi|$. For large $u$ put $y=u-t$. The important $t$ are of order one. The $1$ in front of the integral, the $-1$ in the numerator and the $e^{-y}$ under the root are then exponentially small beside the rest and are dropped; the $-1$ under the root is not small in this sense and stays. The range $t>u/2$ contributes only a relative amount of order $e^{-u/2}$ and is left out. This gives
\begin{align}
 r_{\rm full}&\simeq\frac{e^u}{2u}\int_0^{u/2} e^{-t}\left(1-\frac{1+t}{u}\right)^{-1/2}dt\nonumber\\
 &\simeq\frac{e^u}{2u}\int_0^\infty e^{-t}\left(1+\frac{1+t}{2u}\right)dt
 =\frac{e^u}{2u}\left(1+\frac1u\right). \label{full}
\end{align}
In the second line the integrand is expanded to first order in $1/u$ before the integral is extended to infinity. Half of the correction comes from the weaker field, the other half from the curvature already seen in \eqref{lead}. Quadrature at $u=400$ gives 1.005 for the coefficient of $1/u$, and 0.502 within the depletion approximation.

\textbf{Q.} So the sharp edge is harmless?

\textbf{A.} At given core potential, yes, for a high barrier. At given core charge it is not. The charge fixes the core field. Let $u_d$ be the barrier that the depletion approximation assigns to that charge. Equating the fields gives $u_d=u-1+e^{-u}$, so the true barrier is
\begin{equation}
 u\simeq u_d+1 .
\end{equation}
The potential is higher by $kT/(ze)$, a small shift, but it sits in the exponent. The resistance times area of one side is, to leading order, $\rho_bL\,e^u/\sqrt{2(u-1)}$ in the full theory and $\rho_bL\,e^{u_d}/\sqrt{2u_d}$ in the approximation. Their quotient is $e^{u-u_d}\simeq e$. Someone who starts from a core charge and uses the depletion formulas throughout underestimates the resistance by a factor of about 2.7. This figure holds for a high barrier and for the majority defect. For a minority carrier of charge number $z'$ the factor is about $e^{z'/z}$, or 1.7 for $z'/z=1/2$.

\section{Numbers for a model oxide}

\textbf{Q.} Show me the sizes.

\textbf{A.} I choose round parameters for a model oxide: relative permittivity 50, $N=2\times10^{25}\ \mathrm{m^{-3}}$, $z_A=1$, doubly charged vacancies ($z=2$), 700 K and $\phi_0=0.3$ V. With $kT/e=0.06032$ V,
\begin{equation}
 u=\frac{2\times0.3}{0.06032}=9.947 .
\end{equation}
The screening length is $L=2.04$ nm, so $\lambda=2.04\sqrt{19.89}\ \mathrm{nm}=9.1$ nm. The core charge in the depletion approximation is $0.36\,e$ per $\mathrm{nm^2}$. The leading formula gives
\begin{equation}
 \frac{\rho_{\rm sc}}{\rho_b}\simeq\frac{2.088\times10^4}{19.89}=1.05\times10^3 .
\end{equation}
The depletion integral gives 1114 and the full Poisson equation 1185. The leading formula thus has to be raised by 13\% to reach the full result; the first-order estimate $1/u$ is 10\%, and the rest is of higher order.

For grains of size $d=1000$ nm with one boundary per grain in series, the boundary resistance relative to that of the grain is
\begin{equation}
 \frac{2\lambda}{d}\,\frac{\rho_{\rm sc}}{\rho_b}=\frac{18.2}{1000}\times1050\simeq19 ,
\end{equation}
or about 22 with the full ratio. Layers that fill under 2\% of the length carry most of the resistance. This answers your first question, within a series model that ignores paths along or around the boundaries.

\textbf{Q.} And is a continuum theory believable at this scale?

\textbf{A.} It is strained. The length $\ell$ is 0.46 nm, comparable to an atomic spacing, and about 60\% of the resistance lies within it (60\% for the parabola, 58\% for the full potential). The mean acceptor spacing is 3.7 nm, so only two or three acceptors fit across one layer, and the real potential must vary along the boundary. The digits above measure the approximations against the mean-field equation \eqref{pb}, not against a real oxide.

\section{Other carriers, and reading the formula backwards}

\textbf{Q.} Suppose the measured current is carried by holes, while vacancies still compensate the acceptors. Does the formula survive?

\textbf{A.} Yes, with the holes' own exponent. Let a minority carrier have positive charge number $z'$ and too low a density to affect $\phi$. Its resistivity varies as $e^{ay}$ with $a=z'/z$, and its barrier is $u'=au$. The steps that led to \eqref{full} now give
\begin{align}
 r'&\simeq\frac{e^{u'}}{2u}\int_0^\infty e^{-at}\left(1+\frac{1+t}{2u}\right)dt
 =\frac{e^{u'}}{2u}\left[\frac1a+\frac1{2u}\left(\frac1a+\frac1{a^2}\right)\right]\nonumber\\
 &=\frac{e^{u'}}{2u'}\left(1+\frac1{2u}+\frac1{2u'}\right).
\end{align}
For holes in the model oxide $u'=4.97$. The leading formula gives 14.5 and the full Poisson potential 18.2. The same boundary blocks vacancies by a factor of about a thousand and holes by less than twenty. These are ratios for each carrier by itself; they do not describe a current that passes from one carrier to the other inside the layer.

\textbf{Q.} In the laboratory I know neither $\lambda$ nor $\phi_0$. How would I obtain a resistivity that is defined through $2\lambda$?

\textbf{A.} From relaxation times, when the vacancies carry the current. Hold the core charge fixed and apply a small voltage. Since $\Sigma=Q(\lambda_1+\lambda_2)$, one side widens to $\lambda+\delta$ while the other narrows to $\lambda-\delta$. The voltage is the difference of the two potential drops:
\begin{equation}
 V=\frac{Q}{2\varepsilon}\left[(\lambda+\delta)^2-(\lambda-\delta)^2\right]=\frac{2Q\lambda\delta}{\varepsilon}.
\end{equation}
The charge displaced per area is $Q\delta$, so the capacitance per area is
\begin{equation}
 C=\frac{Q\delta}{V}=\frac{\varepsilon}{2\lambda},
\end{equation}
which is $0.024\ \mathrm{F/m^2}$ in the example. The resistance times area is $2\lambda\rho_{\rm sc}$, and the relaxation time of the boundary is their product, $\varepsilon\rho_{\rm sc}$. That of the grain interior is $\varepsilon\rho_b$. If both have the same permittivity, the quotient of the two times is $\rho_{\rm sc}/\rho_b$, and the width has dropped out. This holds within the depletion approximation. In the full theory, let $E=|dy/d\xi|$ at the core. Varying \eqref{first} there gives $E\,\delta E=(1-e^{-u})\,\delta u$. The displaced charge fixes $\delta E$, so the weaker core field means a smaller voltage. For a high barrier this raises the capacitance, and with it the quotient of the times, by a factor of about $(1-1/u)^{-1/2}$, or 5\% in the example.

\textbf{Q.} Then I set this ratio $r$ equal to $e^u/(2u)$ and solve for $u$. Is the solution unique?

\textbf{A.} No. The logarithmic derivative of $e^u/(2u)$ is $1-1/u$, so the formula has a minimum $e/2\simeq1.36$ at $u=1$. Any larger $r$ has two solutions, and the one below $u=1$ lies outside the regime of the formula. Rewriting $r=e^u/(2u)$ as $-ue^{-u}=-1/(2r)$ gives the physical solution
\begin{equation}
 u=-W_{-1}\!\left(-\frac1{2r}\right),
\end{equation}
where $W_{-1}$ is the branch of the Lambert function with values at or below $-1$.

Inserting the full resistivity ratio of the example returns 0.304 V instead of 0.300 V; the quotient of the relaxation times, which is 5\% larger, returns 0.306 V. The error is small because $du=d(\ln r)/(1-1/u)$: a 13\% change of the ratio, which is 0.12 in $\ln r$, moves $u$ by only about 0.13. This insensitivity protects the inferred potential against moderate errors in the prefactor, within the model of uniform acceptors; an acceptor profile enriched at the core is not covered by it. It does not show that a space charge is the cause of a measured resistance; a poorly conducting second phase would also yield some value of $r$.

\textbf{Q.} What happens for a weak barrier, where the formula diverges as $u\to0$?

\textbf{A.} The divergence is false, since without a barrier there is no blocking. For $u\ll1$ equation \eqref{pb} becomes linear, $d^2y/d\xi^2=y$, with the decaying solution $y=ue^{-x/L}$. The excess integral is then $\int_0^\infty y\,dx=uL$, and dividing by $\lambda=L\sqrt{2u}$ gives
\begin{equation}
 r_{\rm full}\simeq1+\sqrt{\frac u2}\;\longrightarrow\;1 .
\end{equation}
The depletion integral \eqref{mean} also tends to 1, but as $1+u/3$, because it assumes an empty layer that a weak barrier cannot produce.

The numerical output shows the passage between the regimes. At $u=0.5$ the leading formula gives 1.65 and the full equation 1.59. That closeness is an accident: one curve is falling and the other rising, and they cross nearby. At $u=2$ the values are 1.85 and 3.20, so the formula is 42\% below the full result. At $u=5$ the shortfall is 26\%, at $u=10$ it is 11\%, and at $u=20$ it is 5\%. How large $u$ must be depends on the accuracy wanted, and for a high barrier $1/u$ is a fair first estimate of the error.

\section*{Computed values}
\begin{verbatim}
temperature: 700 K
relative permittivity: 50
acceptor density: 2.00e+25 m^-3
bulk vacancy density: 1.00e+25 m^-3
core potential: 0.300 V
thermal voltage kT/e: 0.06032 V
reduced barrier u: 9.9467
screening length L: 2.041 nm
depletion width, one side: 9.105 nm
mean acceptor spacing: 3.68 nm
core charge per area: 0.0583 C/m^2
core charge per area: 0.3642 e/nm^2
vacancy density at core: 4.788e+20 m^-3
exp(u): 2.0884e+04
ratio, leading formula: 1049.8
ratio, depletion integral: 1114.0
ratio, biased transport chain: 1113.8
ratio, full Poisson: 1184.6
full / leading: 1.1284
core field, full / depletion: 0.9484
thermal length lambda/(2u): 0.458 nm
resistance share within it: 0.600
capacitance per area: 0.02431 F/m^2
grain size: 1000 nm
boundary/bulk resistance, leading: 19.12
boundary/bulk resistance, full: 21.57
potential inferred from full ratio: 0.3040 V
hole reduced barrier: 4.9734
hole ratio, leading formula: 14.53
hole ratio, depletion integral: 16.83
hole ratio, full Poisson: 18.17
minimum of leading formula: 1.3591 at u=1.0000
1/u coefficient at u=400, depletion: 0.5019
1/u coefficient, full, majority: 1.0047
1/u coefficient, full, half charge: 1.5123
u, leading, depletion integral, full Poisson (ratios)
  0.5 1.6487 1.195 1.5949
  1.0 1.3591 1.4627 2.0163
  2.0 1.8473 2.3645 3.2037
  5.0 14.841 17.172 20.068
 10.0 1101.3 1168.2 1241.7
 20.0 1.2129e+07 1.2459e+07 1.2802e+07
\end{verbatim}
